# Image energy of a prismatic dislocation loop in a periodic cell

## Problem

A circular prismatic dislocation loop has radius \(R\), unit normal \(\mathbf n\), Burgers vector \(b\mathbf n\) and area \(A=\pi R^2\). It sits in a cubic supercell of side \(L\gg R\) and volume \(V=L^3\). The medium is linear elastic and isotropic, with Lamé constants \(\lambda,\mu\) and Poisson ratio \(\nu\); write \(M=\lambda+2\mu\).

The image energy \(E\) is the elastic energy per periodic cell minus that of the same loop in an infinite medium.

1. Build the loop's dipole tensor from \(b\) and \(A\).
2. Find how \(E\) depends on \(R\) and \(V\) at leading order, with its coefficient, when (i) the cell vectors stay those of the perfect crystal and (ii) the cell relaxes to zero mean stress.
3. Evaluate both cases for a vacancy loop of radius 1 nm on a (111) plane of aluminium, in a cell 15 lattice constants wide.

## A tempting solution

An interstitial loop is an inserted disc of thickness \(b\), so it tries to stretch the cell by the mean strain \(\bar\varepsilon_{ij}=bA\,n_in_j/V\). A fixed cell forbids this. The cost is that of a uniform strain of this size, for which the modulus along \(\mathbf n\) is \(M\):
\[
E_{\rm fixed}\overset{?}{=}\tfrac12 V M\left(\frac{bA}{V}\right)^2=\frac{M(bA)^2}{2V}.
\]
Relaxing the cell removes the cost, so \(E_{\rm relaxed}\overset{?}{=}0\). For the aluminium loop this gives 0.834 eV and zero.

**The fault.** The argument keeps the uniform part of the image strain and drops the part that varies through the cell, as if it were of higher order in \(1/L\). A loop's far strain falls as \(1/r^3\), so the images at distances of order \(L\) strain the loop by an amount of order \(bA/L^3=bA/V\). That is the same order as the uniform strain. The power of \(V\) survives, but both coefficients are wrong.

## Solution

### The dipole tensor

Let \(\Sigma\) be the disc bounded by the loop. Inserting the layer is described by the eigenstrain \(\varepsilon^*_{kl}=b\,n_kn_l\,\delta_\Sigma\), where \(\delta_\Sigma\) is a delta function on the disc. The stress is \(\sigma_{ij}=C_{ijkl}(\varepsilon_{kl}-\varepsilon^*_{kl})\), with \(\varepsilon\) the total strain. Equilibrium, \(\partial_j\sigma_{ij}=0\), becomes
\[
C_{ijkl}\,\partial_j\partial_l u_k+f_i=0,\qquad f_i=-\partial_j p_{ij},\qquad p_{ij}=C_{ijkl}\,\varepsilon^*_{kl}.
\]
The loop thus acts as a body force \(f_i\) with zero resultant. Its first moment follows by partial integration:
\[
P_{ij}=\int f_i r_j\,d^3r=\int p_{ij}\,d^3r=C_{ijkl}\,b\,n_k\,A\,n_l
=bA\,(\lambda\delta_{ij}+2\mu n_in_j).
\]
A vacancy loop has the opposite sign. As a test, the displacement of such a dipole sheet was integrated from the Green function: at a height \(0.001R\) above and below the centre the jump is \(0.9998\,b\), as a loop requires.

### Why the energy goes as \(R^4/V\)

With \(G_{ik}\) the elastic Green function, a distant loop produces \(u_i=-P_{kl}\,\partial_lG_{ik}\). The energy of two loops contains the cross term \(\int\sigma^{(1)}_{ij}(\varepsilon^{(2)}_{ij}-\varepsilon^{*(2)}_{ij})\,d^3r\). Its first part vanishes because \(\sigma^{(1)}\) is in equilibrium. In the second, the discs do not overlap, so \(\sigma^{(1)}=C\varepsilon^{(1)}\) on disc 2, and
\[
E_{12}=-P_{ij}\,\varepsilon^{(1)}_{ij}=P_{ij}P_{kl}\,\partial_j\partial_lG_{ik}(\mathbf r).
\]
\(G\) scales as \(1/r\), so \(E_{12}\) scales as \(P^2/r^3\). Multiplying all lattice vectors by a common factor changes every term as \(1/V\), and \(P^2\propto b^2R^4\).

One difficulty remains. The number of images between \(r\) and \(r+dr\) grows as \(r^2dr\), so the sum of \(1/r^3\) terms depends on the order of summation. The boundary condition settles its value, and Fourier space makes this explicit.

### The energy in Fourier space

Use \(f(\mathbf k)=\int f\,e^{-i\mathbf k\cdot\mathbf r}d^3r\) and \(S(\mathbf k)=A^{-1}\int_\Sigma e^{-i\mathbf k\cdot\mathbf r}dA\), so that \(S(0)=1\). Take zero mean total strain first. Since \(\int\sigma_{ij}\varepsilon_{ij}=0\), the elastic energy is
\[
U=\tfrac12\int\sigma_{ij}(\varepsilon_{ij}-\varepsilon^*_{ij})
=-\tfrac12\int\sigma_{ij}\varepsilon^*_{ij}
=\tfrac12\int(\varepsilon^*_{ij}p_{ij}-\varepsilon_{ij}p_{ij}).
\]
For \(\mathbf k\neq0\), equilibrium gives \(D_{ik}u_k=-ip_{ij}k_j\) with \(D_{ik}=C_{ijkl}k_jk_l\). Each wave vector then contributes \(W|S|^2/(2V)\), where, with \(\hat D_{ik}=C_{ijkl}\hat k_j\hat k_l\),
\[
W=(bA)^2M-(P\hat{\mathbf k})\cdot\hat D^{-1}(P\hat{\mathbf k}).
\]
Let \(c=\mathbf n\cdot\hat{\mathbf k}\) and \(s^2=1-c^2\). Then \(P\hat{\mathbf k}=bA(\lambda\hat{\mathbf k}+2\mu c\,\mathbf n)\). Its component along \(\hat{\mathbf k}\) is \(bA(\lambda+2\mu c^2)=bA(M-2\mu s^2)\), and its squared transverse part is \((bA)^2\,4\mu^2c^2s^2\). The matrix \(\hat D\) has eigenvalue \(M\) along \(\hat{\mathbf k}\) and \(\mu\) across it, so
\[
\frac{W}{(bA)^2}=M-\frac{(M-2\mu s^2)^2}{M}-4\mu s^2(1-s^2)
=4\mu\left(1-\frac{\mu}{M}\right)s^4=\frac{2\mu}{1-\nu}\,s^4.
\]
The terms in \(s^2\) cancel, and the last step uses \(\mu/M=(1-2\nu)/[2(1-\nu)]\).

At \(\mathbf k=0\) the total strain is zero, so only the eigenstrain term remains: \(M(bA)^2/(2V)\). This is the tempting answer. Subtracting the energy of the isolated loop gives
\[
E_{\rm fixed}=\frac{(bA)^2}{V}\left[\frac M2-\frac{\mu w}{1-\nu}\right],\qquad
w=V\!\int\!\frac{d^3k}{(2\pi)^3}s^4|S|^2-\sum_{\mathbf k\neq0}s^4|S|^2 .
\]
The integral and the sum share the same short-wavelength core energy, which cancels. For \(R\ll L\) the loops act on their images as point dipoles, so set \(|S|^2\to e^{-k^2g^2}\) and let \(g\to0\) after subtracting. Then \(w\) is a pure number, and \(E\propto b^2R^4/V\).

### The number \(w\)

In Legendre polynomials of \(c\),
\[
s^4=1-2c^2+c^4=\tfrac{8}{15}-\tfrac{16}{21}P_2(c)+\tfrac{8}{35}P_4(c).
\]

- **Constant part.** By Poisson summation, the sum over all \(\mathbf k\), including zero, equals the integral as \(g\to0\). The omitted \(\mathbf k=0\) term leaves \(+8/15\) in \(w\).
- **\(P_2\) part.** Cubic symmetry replaces \(\hat k_i\hat k_j\) by \(\delta_{ij}/3\), so it vanishes.
- **\(P_4\) part.** Its integral vanishes. Averaged over the cubic operations, \(P_4(\mathbf n\cdot\hat{\mathbf k})\) becomes \(\alpha K(\mathbf n)K(\hat{\mathbf k})\), where \(K(\mathbf n)=\sum_in_i^4-\tfrac35\) is the one cubic harmonic of degree four. Putting both vectors along \([001]\) gives \(\tfrac13(1+2\cdot\tfrac38)=\alpha(\tfrac25)^2\), so \(\alpha=175/48\) and \(\tfrac{8}{35}\alpha=\tfrac56\).

Therefore
\[
w=\frac{8}{15}+\frac56K(\mathbf n)\,T,\qquad T=-\lim_{g\to0}\sum_{\mathbf k\ne0}K(\hat{\mathbf k})e^{-k^2g^2}.
\]
To sum \(T\) in real space, write \(K(\hat{\mathbf k})=H(\mathbf k)/k^4\) with \(H\) a harmonic polynomial of degree four. The inverse transform of \(1/k^4\) is \(-r/8\pi\), because \(\nabla^2\nabla^2r=-8\pi\delta(\mathbf r)\). For harmonic \(H\), \(H(\nabla)f(r)=H(\mathbf r)\,(r^{-1}d/dr)^4f\), and four applications to \(r\) give \(-15/r^7\). Hence, with \(L=1\) and summation over spheres,
\[
T=-\frac{15}{8\pi}\sum_{\mathbf r\neq0}\frac{K(\hat{\mathbf r})}{r^3}=-1.1148 .
\]
For \([111]\), \(K=-4/15\) and \(w=0.7811\); for \([001]\), \(K=2/5\) and \(w=0.1617\). Reciprocal-space sums were tested against these values and agree. These directions are the extremes of \(K\), so \(w\) lies between the two values for every orientation.

### Relaxing the cell

A mean strain \(\bar\varepsilon\) adds \(-P_{ij}\bar\varepsilon_{ij}+\tfrac12V\bar\varepsilon_{ij}C_{ijkl}\bar\varepsilon_{kl}\). The minimum is at \(C_{ijkl}\bar\varepsilon_{kl}=P_{ij}/V\), that is \(\bar\varepsilon_{ij}=bA\,n_in_j/V\), and lowers the energy by \(M(bA)^2/(2V)\). What remains is
\[
E_{\rm relaxed}=-\frac{\mu w}{1-\nu}\,\frac{\pi^2b^2R^4}{V}.
\]
This is negative for every orientation, since \(w>0\). The fixed-cell energy is positive. Using \(M/2=\mu(1-\nu)/(1-2\nu)\), its sign for \(\nu<\tfrac12\) is that of
\[
(1-\nu)^2-w(1-2\nu)=(\nu-1+w)^2+w(1-w)>0\qquad(0<w<1).
\]
Thus the \(R^4/V\) term does not vanish in an isotropic medium with a cubic cell. In a non-cubic cell the \(P_2\) part can also contribute, depending on the orientation of the loop, and the lattice sums change, so the coefficient must be found afresh.

## The aluminium loop

Rough typical constants \(C_{11}=107\), \(C_{12}=61\), \(C_{44}=28\) GPa have the Voigt averages \(\mu=26\) GPa, \(\lambda=59\) GPa, \(M=111\) GPa and \(\nu=0.347\). With lattice constant \(a=0.405\) nm, a faulted loop has \(b=a/\sqrt3=0.2338\) nm. Then \(bA=0.7346\) nm³, about 44 missing atoms, in a cell with \(L=6.075\) nm and \(V=224.2\) nm³. The dipole tensor is \(-509\) eV along \(\mathbf n\) and \(-271\) eV in the plane.

Since 1 GPa nm³ is 6.2415 eV, the common factor is
\[
\frac{(bA)^2}{V}=\frac{0.7346^2}{224.2}\times6.2415=0.01502\ \text{eV/GPa}.
\]
The fixed-cell bracket is \(55.5-31.1=24.4\) GPa. As a test, the pair energies \(E_{12}/2\) were summed directly over spheres of images. This order of summation gives the part of the bracket that contains \(T\); adding the rest, \(M/2-8\mu/[15(1-\nu)]\), reproduces the coefficient. Hence
\[
E_{\rm fixed}=0.367\ \text{eV},\qquad E_{\rm relaxed}=-0.467\ \text{eV}.
\]
The tempting values were 0.834 eV and zero. To estimate the isolated-loop energy, subtract the \(E\) that belongs to the boundary condition used. In the fixed cell, halving \(R\) at constant \(L\) reduces \(E\) to 0.023 eV, a factor of 16; doubling \(L\) at constant \(R\) reduces it to 0.046 eV, a factor of 8.

### Finite radius

For a disc, \(|S|^2=[2J_1(x)/x]^2=1-x^2/4+\dots\) with \(x=kRs\), so the first correction is smaller than the leading term by a factor of order \((R/L)^2\). Energies computed with the full disc factor confirm the scaling. Doubling \(R\) from 1 to 2 nm at \(L=50\) nm gives fixed-cell and relaxed exponents of 4.0032 and 3.9975. In the example \(R/L=0.165\), and the finite radius raises both energies by about 0.02 eV, to 0.387 and \(-0.446\) eV.

### Comparison with the real material

Quenched aluminium does form faulted vacancy loops on {111} planes, but these can be tens of nanometres across, and such loops would not fit this cell. Relative to the leading isotropic results with Voigt averages, cubic anisotropy raises the fixed-cell energy by about \(5\%\) and the relaxed magnitude by less than \(1\%\). Another isotropic average would shift these percentages, and further digits of the computed values depend on the widths used to regularize the sums: the anisotropic energies in the output are uncertain by about 0.0004 eV, so only 0.385 and \(-0.469\) eV are significant, and the percentages by about 0.1. If all moduli soften by a rough 0.05% per kelvin, warming by 100 K lowers both magnitudes by 5%. The mean relaxation strain is 0.33% in magnitude; with a rough ratio of 10 between third- and second-order elastic constants, this mean strain changes the tangent modulus by about 3% and the mean-strain energy \(M(bA)^2/(2V)\) by a third of that, about 1%. The much larger strains close to the loop are not covered by this estimate, and their nonlinear response changes \(P\) more. A rough estimate from Zener's volume formula, with a loop self-energy of 11 to 16 eV (depending on the core cut-off) and rough pressure derivatives of 4.4 for the bulk modulus and 1.8 for the shear modulus, gives an extra volume of 0.12 to 0.18 \(bA\). Taken as isotropic, it would lower the fixed-cell energy of this vacancy loop by a quarter to a third and the relaxed magnitude by about a tenth. The values above are therefore those of the linear model, and for a real 1 nm loop they can be off by tens of percent.

The energies of the stacking fault and the core cancel in \(E\), but their stresses can add to \(P\). A fault stress adds a term proportional to \(A\), which changes the coefficient and keeps the \(R^4\) law. A core stress adds a term proportional to the perimeter, hence an \(R^3/V\) correction that matters more for smaller loops. Neither is sized here; an atomistic calculation of \(P\) would include both. The full numerical output follows.

## Table of computed values

```
Input C11 (rough): 107.0 GPa
Input C12 (rough): 61.0 GPa
Input C44 (rough): 28.0 GPa
Input lattice constant (rough): 0.405 nm
Cell width in lattice constants: 15
Loop radius R: 1.00 nm
Voigt shear modulus mu: 26.00 GPa
Lame constant lambda: 59.00 GPa
Poisson ratio nu: 0.3471
M = lambda + 2 mu: 111.00 GPa
Conversion of 1 GPa nm^3: 6.2415 eV
Burgers vector length b: 0.2338 nm
Loop area A: 3.1416 nm^2
b A: 0.7346 nm^3
Missing atoms: 44.2
Atoms in perfect cell: 13500
Cell side L: 6.0750 nm
Cell volume V: 224.20 nm^3
R/L: 0.1646
Vacancy-loop P along normal: -508.93 eV
Vacancy-loop P in plane: -270.51 eV
Displacement jump / b at height 0.001 R: 0.99977
Lattice number T: -1.114797
w for [111], real-space sum: 0.781066
w for [111], reciprocal sum: 0.781066
w for [001]: 0.161734
Fixed-cell coefficient, formula: 24.3981 GPa
Fixed-cell coefficient, pair sum: 24.3981 GPa
R exponent, zero stress: 3.9975
R exponent, fixed cell: 4.0032
V exponent, zero stress: -0.9998
V exponent, fixed cell: -1.0003
Correction ratio when R/L doubles: 4.0261
Leading energy, zero stress: -0.4672 eV
Mean-strain energy removed by relaxation: 0.8337 eV
Leading energy, fixed cell: 0.3665 eV
Finite-loop energy, zero stress: -0.4464 eV
Finite-loop energy, fixed cell: 0.3874 eV
Half R, leading energy, fixed cell: 0.0229 eV
Double L, leading energy, fixed cell: 0.0458 eV
Finite-radius change, zero stress: -4.46 %
Finite-radius change, fixed cell: 5.69 %
Zener anisotropy ratio: 1.2174
Anisotropic energy, zero stress: -0.4693 eV
Anisotropic energy, fixed cell: 0.3845 eV
Anisotropy change, zero stress: 0.44 %
Anisotropy change, fixed cell: 4.90 %
Input softening (rough): 0.050 % per K
Temperature rise: 100 K
Thermal reduction of energy magnitude: 5.00 %
Mean relaxation strain magnitude: 0.328 %
Input nonlinear modulus ratio (rough): 10.0
Nonlinear correction estimate: 3.28 %
```
